# Binding energy of one electron on a close donor pair

## The problem

Two identical hydrogenic donors sit in a semiconductor one effective Bohr radius apart, far from any interface. Each core carries charge $+e$, and the pair is singly ionized, so the two cores share one electron. Treat the conduction band as having one isotropic mass $m^*$ and screen all charges with one static dielectric constant $\epsilon$. How much energy is needed to lift the electron from its ground state to the bottom of the conduction band?

## A tempting solution

The system is a scaled copy of the hydrogen molecular ion. Let $\mathbf r_a,\mathbf r_b$ be the electron's positions relative to the cores and $R$ the core separation. The Hamiltonian with all the Coulomb energies is

$$H_{\rm tot}=-\frac{\hbar^2}{2m^*}\nabla^2-\frac{e^2}{4\pi\epsilon_0\epsilon}\left(\frac1{r_a}+\frac1{r_b}\right)+\frac{e^2}{4\pi\epsilon_0\epsilon R}.$$

Measure lengths in $a^*$ and energies in $\mathrm{Ry}^*$, where

$$a^*=\frac{4\pi\epsilon_0\epsilon\hbar^2}{m^*e^2},\qquad \mathrm{Ry}^*=\frac{\hbar^2}{2m^*a^{*2}}=\frac{e^2}{8\pi\epsilon_0\epsilon a^*}.$$

The kinetic prefactor becomes 1 and each Coulomb prefactor becomes 2:

$$H_{\rm tot}=-\nabla^2-\frac2{r_a}-\frac2{r_b}+\frac2R .$$

At $R=1$ the lowest eigenvalue, found by the separation carried out below, is $W=-0.904\ \mathrm{Ry}^*$. A bound state lies below zero by its binding energy, so the answer seems to be $0.904\ \mathrm{Ry}^*$. Since an isolated donor binds its electron by $1\ \mathrm{Ry}^*$, the second core appears to have made the electron easier to remove.

## Where it fails

The eigenvalue is right, but its zero is wrong. In $H_{\rm tot}$, zero energy means that the electron and both cores are all infinitely far apart. Ionization removes the electron alone. The cores are locked in the lattice, and afterwards they still repel each other with energy $2/R$. Hence

$$E_b=E_{\rm after}-E_{\rm before}=\frac2R-\left(E+\frac2R\right)=-E,$$

where $E$ is the lowest eigenvalue of the electronic Hamiltonian

$$H=-\nabla^2-\frac2{r_a}-\frac2{r_b}.$$

A limit exposes the mistake. As $R\to0$ the electron sees a single charge $2e$ and must be held more tightly than by one donor. But $W$ contains $+2/R$ and goes to $+\infty$, so the tempting rule would call this electron unbound.

## Separating the electronic equation

Put core $a$ at $z=-R/2$ and core $b$ at $z=+R/2$, and define

$$\lambda=\frac{r_a+r_b}{R}\ge1,\qquad \mu=\frac{r_a-r_b}{R}\in[-1,1].$$

Then $r_a=R(\lambda+\mu)/2$ and $r_b=R(\lambda-\mu)/2$. From $r_a^2-r_b^2=2Rz$ we get $z=R\lambda\mu/2$. The squared distance from the axis is

$$\rho^2=r_a^2-\left(z+\tfrac R2\right)^2=\frac{R^2}{4}\left[(\lambda+\mu)^2-(\lambda\mu+1)^2\right]=\frac{R^2}{4}(\lambda^2-1)(1-\mu^2).$$

Differentiating $z$ and $\rho$ gives $\partial_\lambda z\,\partial_\mu z+\partial_\lambda\rho\,\partial_\mu\rho=\frac{R^2}{4}(\lambda\mu-\lambda\mu)=0$, so the coordinates are orthogonal. Their scale factors are

$$h_\lambda=\frac R2\sqrt{\frac{\lambda^2-\mu^2}{\lambda^2-1}},\quad h_\mu=\frac R2\sqrt{\frac{\lambda^2-\mu^2}{1-\mu^2}},\quad h_\varphi=\rho.$$

The combinations needed for the Laplacian are $h_\mu h_\varphi/h_\lambda=\frac R2(\lambda^2-1)$, $h_\lambda h_\varphi/h_\mu=\frac R2(1-\mu^2)$ and $h_\lambda h_\mu h_\varphi=\left(\frac R2\right)^3(\lambda^2-\mu^2)$. For a state without dependence on the azimuth $\varphi$,

$$\nabla^2\psi=\frac{4}{R^2(\lambda^2-\mu^2)}\left\{\partial_\lambda\left[(\lambda^2-1)\partial_\lambda\psi\right]+\partial_\mu\left[(1-\mu^2)\partial_\mu\psi\right]\right\}.$$

The attraction contains

$$\frac1{r_a}+\frac1{r_b}=\frac{r_a+r_b}{r_ar_b}=\frac{4\lambda}{R(\lambda^2-\mu^2)}.$$

Write the Schrödinger equation as $\nabla^2\psi+2(1/r_a+1/r_b)\psi+E\psi=0$ and multiply it by $R^2(\lambda^2-\mu^2)/4$. With $p^2=-ER^2/4$,

$$\partial_\lambda\left[(\lambda^2-1)\partial_\lambda\psi\right]+\partial_\mu\left[(1-\mu^2)\partial_\mu\psi\right]+2R\lambda\psi-p^2(\lambda^2-\mu^2)\psi=0.$$

Insert $\psi=L(\lambda)M(\mu)$ and divide by $LM$. One group of terms depends on $\lambda$, the other on $\mu$, so each is constant:

$$\left[(\lambda^2-1)L'\right]'+(2R\lambda-p^2\lambda^2)L=AL,$$
$$-\left[(1-\mu^2)M'\right]'-p^2\mu^2M=AM.$$

Both equations must hold with the same $A$. That condition fixes $p$, and with it $E=-4p^2/R^2$.

## The angular matrix

The normalized Legendre functions $\hat P_l=\sqrt{l+\tfrac12}\,P_l$ obey $-[(1-\mu^2)\hat P_l']'=l(l+1)\hat P_l$. The recurrence $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ becomes

$$\mu\hat P_l=a_l\hat P_{l+1}+a_{l-1}\hat P_{l-1},\qquad a_l=\frac{l+1}{\sqrt{(2l+1)(2l+3)}}.$$

Applying it twice gives the diagonal element $a_l^2+a_{l-1}^2$ of $\mu^2$ and the element $a_la_{l+1}$ between $l$ and $l+2$. The angular matrix is therefore

$$M_{ll}=l(l+1)-p^2\frac{2l^2+2l-1}{(2l-1)(2l+3)},$$
$$M_{l,l+2}=-p^2\frac{(l+1)(l+2)}{(2l+3)\sqrt{(2l+1)(2l+5)}}.$$

Even and odd $l$ do not mix. The ground state is even under exchange of the cores and uses $l=0,2,4,\dots$

## The radial matrix

At large $\lambda$ the solution falls roughly as $e^{-p\lambda}$. Set $x=2p(\lambda-1)$, so that $\lambda^2-1=x(x+4p)/(4p^2)$ and $d/d\lambda=2p\,d/dx$. The left side of the radial equation becomes

$$\left[x(x+4p)L'\right]'+\left(2R-p^2+\frac Rp x-px-\frac{x^2}{4}\right)L,$$

where the prime now means $d/dx$. Expand $L$ in $\phi_n=e^{-x/2}L_n(x)$, with $L_n$ the Laguerre polynomials; these functions are orthonormal on $0<x<\infty$. From $xL_n''+(1-x)L_n'+nL_n=0$,

$$(x\phi_n')'=e^{-x/2}\left[xL_n''+(1-x)L_n'+\left(\tfrac x4-\tfrac12\right)L_n\right]=\left(\tfrac x4-n-\tfrac12\right)\phi_n .$$

The terms proportional to $4p$ then give

$$4p\left[(x\phi_n')'-\tfrac x4\phi_n\right]=-2p(2n+1)\phi_n .$$

For the quadratic terms use $(x^2\phi_n')'=x\phi_n'+x(x\phi_n')'$:

$$(x^2\phi_n')'-\tfrac{x^2}{4}\phi_n=x\phi_n'-\left(n+\tfrac12\right)x\phi_n .$$

Since $xL_n'=n(L_n-L_{n-1})$, we have $x\phi_n'=-\frac x2\phi_n+n\phi_n-n\phi_{n-1}$, and this expression equals $-(n+1)x\phi_n+n\phi_n-n\phi_{n-1}$. Altogether the radial operator turns $\phi_n$ into

$$\left(\tfrac Rp-n-1\right)x\phi_n+n\phi_n-n\phi_{n-1}+\left[2R-p^2-2p(2n+1)\right]\phi_n .$$

Finally insert $x\phi_n=(2n+1)\phi_n-(n+1)\phi_{n+1}-n\phi_{n-1}$. The result is a tridiagonal matrix:

$$T_{nn}=(2n+1)\left(\tfrac Rp-n-1\right)+n-2p(2n+1)+2R-p^2,$$
$$T_{n,n+1}=(n+1)\left(n+1-\tfrac Rp\right).$$

The coefficient of $\phi_{n-1}$ is $-n(R/p-n-1)-n=n(n-R/p)$. Replacing $n$ by $n+1$ reproduces $T_{n,n+1}$, so the matrix is symmetric, as it must be.

## Which eigenvalues to match

The ground state of $H$ has no nodes, so neither factor may have one. By Sturm's ordering, the nodeless $L$ belongs to the highest radial eigenvalue $A_r$, and the nodeless $M$ to the lowest angular eigenvalue $A_a$. Conversely, a nodeless eigenfunction cannot be orthogonal to the nodeless ground state, so it is the ground state.

Let $f=A_r-A_a$. At fixed $R$, $p^2$ enters the two operators through $-p^2\lambda^2$ and $-p^2\mu^2$. First-order perturbation theory gives

$$\frac{df}{d(p^2)}=\langle\mu^2\rangle-\langle\lambda^2\rangle<0,$$

with each average taken in its own normalized factor. The sign follows from $\lambda\ge1\ge|\mu|$. There can be only one root.

The point $p=R$ gives a bound. There $T_{01}=0$ and $T_{00}=-R^2$, so the nodeless function $\phi_0$ is an eigenfunction and $A_r=-R^2$. Because $\mu^2\le1$, $A_a>-p^2=-R^2$. Thus $f<0$, the root has $p<R$, and $E>-4$.

## Solving at one effective Bohr radius

With one function in each factor, the condition $T_{00}=M_{00}$ at $R=1$ reads

$$\frac1p-1-2p+2-p^2=-\frac{p^2}{3}\quad\Longrightarrow\quad 2p^3+6p^2-3p-3=0.$$

Its positive root is $p=0.849$, giving $E=-4p^2=-2.882$. Two functions in each factor give $-2.9032$, three give $-2.9035$, and the converged value is

$$E=-2.9036\ \mathrm{Ry}^*,\qquad E_b=2.90\ \mathrm{Ry}^* .$$

The truncated levels approach from above for a reason. A smaller basis lowers the highest radial eigenvalue and raises the lowest angular one, so the truncated $f$ cannot exceed the full $f$. For $p$ beyond the true root the full $f$ is negative, and the truncated one is negative too. A truncated root therefore has a smaller $p$ and a higher $E$.

The matching can be followed by hand. At $E=-2.9$ the full matrices give $A_r=-0.24723$ and $A_a=-0.24963$, so $f=0.00240$. At the root, $\langle\lambda^2\rangle=3.0447$ and $\langle\mu^2\rangle=0.3556$, hence the slope is $-2.6891$. To cancel $f$, $p^2$ must grow by $0.00240/2.6891=0.00089$. Since $E=-4p^2$, the level moves down by $0.0036$, to $-2.9036$.

Two further tests check the matched level; the first is independent of the separation, and the second checks the wavefunction built at the matched root. Diagonalizing $H$ in Gaussians centred on the cores, without separating variables, gives $-2.903569\ \mathrm{Ry}^*$ against $-2.903573$ from the matrices. Putting the separated wavefunction back into the Cartesian equation, at sampled points more than $0.6\,a^*$ from either core, reproduces $E$ within $3\times10^{-6}\ \mathrm{Ry}^*$.

## Limits and other energy differences

When the cores merge, $H\to-\nabla^2-4/r$. Its ground state is $e^{-2r}$: since $\nabla^2e^{-2r}=(4-4/r)e^{-2r}$, the energy is $-4$. At $R=0.01$ the computed level is $-3.9995$. When the cores are far apart, the electron has the single-donor energy $-1$ plus the attraction $-2/R$ of the other core, to leading order. At $R=12$ this estimate is $-1.1667$, and the computed level is $-1.1670$. At $R=1$ the binding of $2.90$ lies between these two regimes.

The total energy has its own use. For the pair at $R=1$ it is $-2.9036+2=-0.9036$, which is $0.0964\ \mathrm{Ry}^*$ above a neutral donor and an ionized donor far apart. Free cores could lower their energy by moving from the first arrangement to the second. This compares core positions; it says nothing about the cost of removing the electron while the positions stay fixed.

A different final state also changes the answer. If the electron goes to a very distant ionized donor instead of the band edge, it recovers $1\ \mathrm{Ry}^*$ there, and the transfer costs $2.90-1=1.90\ \mathrm{Ry}^*$. The core repulsion again cancels, because the pair has not moved.

## Phosphorus in silicon

Silicon has six conduction valleys, each with a longitudinal mass of roughly $0.92\,m_0$ and a transverse mass of roughly $0.19\,m_0$; take $\epsilon\approx11.7$. Choose the isotropic mass by averaging the inverse masses, which are what enter the kinetic energy:

$$m^*=\frac{3m_0}{1/0.92+2/0.19}=0.258\,m_0 .$$

This gives $a^*=2.40$ nm and $\mathrm{Ry}^*=25.68$ meV. Substitutional sites on a cubic axis are separated by multiples of about $0.543$ nm, so the nearest real pairs on such an axis are $2.17$ or $2.72$ nm apart; pairs in other directions come within $0.01$ nm of $a^*$. For a model pair placed at $2.40$ nm along that axis,

$$E_b=2.9036\times25.68\ \text{meV}=74.6\ \text{meV}.$$

The core repulsion is $51.4$ meV. Subtracting it by mistake would leave only $23.2$ meV. These conversions scale as $1/\epsilon^2$: the low-temperature value $\epsilon\approx11.4$ gives $a^*=2.34$ nm, $\mathrm{Ry}^*=27.0$ meV and $78.5$ meV for a pair one $a^*$ apart, and it raises the anisotropic single-donor binding quoted below from $29.6$ to $31.2$ meV.

**Mass anisotropy.** With the two masses kept separate, a Gaussian-basis calculation gives a binding of $76.2$ meV for valleys whose axis is parallel to the pair and $84.3$ meV for perpendicular ones. The average over the three axes is $81.6$ meV. That this average exceeds $74.6$ meV follows from the variational principle. Use the isotropic wavefunction as a trial function for each valley orientation: the three kinetic energies average to the isotropic one, while each true level lies no higher than its trial energy.

**The central cell.** Near a phosphorus core the potential is not a screened Coulomb potential, and it couples the valleys. A single phosphorus donor binds its electron by roughly $45$ meV, against $29.6$ meV in the anisotropic effective-mass model, a difference of $15.4$ meV. Suppose this extra attraction acts at a point and scales with the electron density there. In the isotropic model, the density at each core of the pair is $1.362$ times that at a single donor, so one core contributes a shift of about $1.362\times15.4=21$ meV.

The contributions of two cores depend on the valley phases. Let each core attract one normalized combination of valleys, $v$ or $u$, with strength $w$, and give all valleys the same envelope. The nonzero eigenvalues of $w(vv^\dagger+uu^\dagger)$ are those of $w$ times the overlap matrix of $v$ and $u$, namely $w(1\pm|v^\dagger u|)$. The larger lies between $w$ and $2w$, here between $21$ and $42$ meV. For a pair on a cubic axis the four perpendicular valleys have the same phase at both cores, so with equal weights $|v^\dagger u|=(4+2\cos k_0R)/6\ge1/3$, where $k_0$ is the valley wavevector, and the range narrows to $28$ to $42$ meV. Added to the orientation average, this suggests a binding of roughly 100 to 120 meV. It is a first-order estimate, not a bound: the correction is large enough to reshape the envelope, and the valleys do not really share one. In particular, with the two masses kept separate the density at a core, relative to the anisotropic single donor, is about $0.83$ for valleys parallel to the pair and $1.33$ for perpendicular ones, so the single ratio $1.362$ for all six overstates the shift and is only a rough guide.

**Position and temperature.** To gauge the sensitivity to position, treat the separation as continuous, although real sites allow only discrete values. In the isotropic model, bringing the cores closer by $0.24$ nm, roughly a bond length, raises the binding to $77.1$ meV; moving them apart by the same amount lowers it to $72.2$ meV. At 4 K, $k_BT=0.345$ meV is far below the binding. At 300 K it is $25.9$ meV, so the isotropic binding is only $2.9\,k_BT$ and thermal ionization cannot be dismissed. The first odd orbital lies $45.5$ meV above the ground state in this model, but central-cell splitting of the valleys can produce closer levels in silicon.

For a real phosphorus pair, the central cell is thus the largest of the corrections estimated here. Nearby interfaces, gate fields and other charged donors would add their own potentials and are not included. The value $2.90\ \mathrm{Ry}^*$ belongs to the isotropic hydrogenic pair; the conversion to $74.6$ meV inherits that restriction. The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
core separation R = 1.0 a*
trial E = -2.8 Ry*: A radial -0.17008, angular -0.24075
trial E = -2.9 Ry*: A radial -0.24723, angular -0.24963
trial E = -3.0 Ry*: A radial -0.32251, angular -0.25853
level, 1x1 matrices = -2.88219 Ry*
level, 2x2 matrices = -2.90318 Ry*
level, 3x3 matrices = -2.90354 Ry*
level, converged = -2.903573 Ry*
p at the root = 0.851994
separation constant A = -0.249946
radial 00, 01, 11 = -0.25616, -0.17372, -5.31670
angular 00, 02, 22 = -0.24196, -0.21642, 5.61977
mean lam^2, mean mu^2 = 3.04466, 0.35556
level from Gaussian basis = -2.903569 Ry*
largest local-energy error = 2.8e-06 Ry*
first odd level = -1.12963 Ry*
level at R = 0.01 a* = -3.99948 Ry*
level at R = 12 a* = -1.16700 Ry*
core repulsion = 2.0000 Ry*
total energy with repulsion = -0.9036 Ry*
rough masses long, trans = 0.92, 0.19 m0
rough dielectric constant = 11.7
isotropic mass = 0.2583 m0
effective Bohr radius = 2.397 nm
effective Rydberg = 25.68 meV
pair binding energy = 74.6 meV
core repulsion in silicon = 51.4 meV
single donor, anisotropic mass = 29.6 meV
pair parallel to valley axis = 76.2 meV
pair perpendicular to valley axis = 84.3 meV
orientation average of pair binding = 81.6 meV
rough single phosphorus binding = 45 meV
single-donor central-cell shift = 15.4 meV
core density, pair over single = 1.362
pair central-cell shift, low end = 21 meV
pair central-cell shift, high end = 42 meV
rough bond length = 0.24 nm
binding, cores one bond closer = 77.1 meV
binding, cores one bond wider = 72.2 meV
gap to first odd level = 45.5 meV
kT at 4 K = 0.345 meV
kT at 300 K = 25.9 meV
```
